Covalent Valence Bond Theory, Dirac's Identity and the Perfect-Pairing Energy

**Q:** A molecular Hamiltonian without magnetic terms contains no spin operators. How can a chemical bond be described by a Hamiltonian made of spins?

**A:** Through antisymmetry. Take N electrons and N real, normalized orbitals φ₁…φ_N, and keep only the covalent states, with one electron in each orbital. The orbital part is then fixed, and only the spin function Θ is free. In atomic units the Hamiltonian is

H = V + Σ_k h(k) + Σ_{k<l} 1/r_kl,

where V is the nuclear repulsion and h contains the kinetic energy and the nuclear attraction. Let Φ = φ₁(1)φ₂(2)…φ_N(N). The antisymmetric state belonging to Θ is

Ψ_Θ = (N!)^(−1/2) Σ_P ε_P P(ΦΘ),

where P permutes the electrons, space and spin together, and ε_P = ±1 is its parity. A matrix element contains a double sum over permutations. Since H commutes with each of them, only the relative permutation matters, and each one occurs N! times. This cancels the prefactor 1/N!:

⟨Ψ_Θ|H|Ψ_Θ'⟩ = Σ_P ε_P ⟨Φ|H|PΦ⟩ ⟨Θ|P^σ|Θ'⟩.

P^σ is the same permutation acting on the spins alone. The problem has become a pair of matrices in spin space, one for the energy and one for the overlap of the states:

H_c = Σ_P ε_P a_P P^σ, with a_P = ⟨Φ|H|PΦ⟩,
M = Σ_P ε_P o_P P^σ, with o_P = ⟨Φ|PΦ⟩.

The spins do not interact. They label how the electrons are exchanged, and exchange changes the electrostatic and kinetic energy.

**Q:** Those are permutations, not spin vectors. Where do products s_i·s_j come from?

**A:** From the exchange of two spins, P_ij. Spins are in units of ħ. For the total spin S of two electrons,

S(S+1) = s_i² + s_j² + 2 s_i·s_j = 3/2 + 2 s_i·s_j,

so s_i·s_j = ½[S(S+1) − 3/2]. This is 1/4 in the triplet and −3/4 in the singlet. The triplet functions are symmetric under exchange, so P_ij = +1. The singlet is antisymmetric, so P_ij = −1. These four functions span the space of two spins, and the linear relation that fits both values is Dirac's identity:

P_ij = ½(1 + 4 s_i·s_j).

Check: ½(1 + 1) = 1 and ½(1 − 3) = −1.

**Q:** There are N! permutations, and you have treated only the transpositions. What removes the rest?

**A:** If the orbitals are orthonormal, orthogonality does. H acts on at most two electrons at a time. A permutation that moves three or more electrons leaves at least one factor ⟨φ_k|φ_l⟩ with k ≠ l, which is zero. The identity permutation gives

Q = V + Σ_k h_kk + Σ_{k<l} (kk|ll),

where (ab|cd) is the repulsion between the charge distributions φ_aφ_b and φ_cφ_d. For the transposition of i and j, the constant V, all one-electron terms and every repulsion that involves an electron other than i and j still carry an overlap factor and vanish. What remains is the repulsion between electrons i and j, K_ij = (ij|ji). The parity is −1, and M is the unit matrix. Therefore

H_c = Q − Σ_{i<j} K_ij P_ij
 = Q − ½ Σ_{i<j} K_ij − 2 Σ_{i<j} K_ij s_i·s_j.

This is a Heisenberg Hamiltonian, and within the covalent space of orthonormal orbitals no approximation has been made.

**Q:** But K_ij is the self-repulsion of the distribution φ_iφ_j, which is positive. Your Hamiltonian then favours parallel spins, and there are no bonds.

**A:** That is correct. Since P_ij ≤ 1, no covalent state can lie below Q − ΣK_ij, and the state with all spins parallel reaches that value. Covalent states of orthogonal orbitals do not bind by spin pairing.

A chain of four hydrogen atoms shows this. The spacings are 5.0, 5.5 and 5.0 bohr, and the intended bonds are 1–2 and 3–4. Each atom has one 1s function of exponent 1, expanded in six Gaussians. After symmetric orthogonalization, K₁₂ = K₃₄ = 0.830 mHa (millihartree) and K₂₃ = 0.471 mHa. Going from four parallel spins to two singlet pairs changes P from 1 to −1 in each bond, which costs 2K, and from 1 to ½ between bonds, a value justified further on, which costs ½K:

2(0.82985) + 2(0.82985) + ½(0.47071) = 3.5548 mHa.

The more distant pairs 1–3, 2–4 and 1–4 each cost ½K in the same way and add 0.0017 mHa, so the pairing state lies 3.556 mHa above the quintet. When all configurations of the same four orbitals are allowed, including ionic ones with doubly occupied orbitals, the ground state falls 10.08 mHa below the quintet. In orthogonal orbitals, the ionic configurations are what brings a low-spin state below the quintet.

**Q:** Then covalent valence bond theory has failed before it has started.

**A:** It has failed for orthogonal orbitals. The atomic orbitals themselves overlap, and a covalent state built from them is a different state. For two atoms, write them in orthogonal orbitals χ₁, χ₂ as φ₁ = cχ₁ + dχ₂ and φ₂ = dχ₁ + cχ₂. The singlet space function is then

φ₁(1)φ₂(2) + φ₂(1)φ₁(2) = (c² + d²)[χ₁(1)χ₂(2) + χ₂(1)χ₁(2)] + 2cd[χ₁(1)χ₁(2) + χ₂(1)χ₂(2)].

The last bracket is ionic. Overlap thus brings in some of the ionic character that was missing.

**Q:** With overlap, the argument that removed the long permutations is gone, and M is no longer the unit matrix.

**A:** Both objections hold, and the Heisenberg form becomes an approximation for small overlap. Let S_ij = ⟨φ_i|φ_j⟩. Subtract QM from H_c, with Q the same expression as before. The identity permutation has a = Q and o = 1, so it cancels:

H_c − QM = −Σ_{i<j} J_ij P_ij + (longer permutations),
J_ij = a_ij − Q S_ij².

Here a_ij belongs to the transposition, for which o_ij = S_ij². With k and l running over orbitals other than i and j,

a_ij = V S_ij² + 2S_ij h_ij + S_ij² Σ_k h_kk + (ij|ji) + 2S_ij Σ_k (ij|kk) + S_ij² Σ_{k<l} (kk|ll).

The factors 2 arise because either of the two exchanged electrons can carry the operator while the other supplies S_ij. In Q S_ij² the terms with V, h_kk and (kk|ll) are the same and drop out:

J_ij = (ij|ji) + 2S_ij [h_ij + Σ_k (ij|kk)] − S_ij² {h_ii + h_jj + (ii|jj) + Σ_k [(ii|kk) + (jj|kk)]}.

For S_ij = 0 this returns K_ij.

To count orders, let s be the size of the overlaps, and take h_ij and the distributions φ_iφ_j with i ≠ j to be of order s as well. Then J_ij is of order s². A cyclic permutation of three electrons has three off-diagonal factors and is of order s³. Two separate transpositions give order s⁴. The metric is removed by

M^(−1/2) H_c M^(−1/2) = Q + M^(−1/2)(H_c − QM)M^(−1/2).

M differs from 1 by order s², and it multiplies something already of order s², so replacing it by 1 costs order s⁴. To leading order,

H_eff = Q − Σ_{i<j} J_ij P_ij.

This holds for a fixed number of electrons. The number of neglected terms grows with N, and the counting does not settle what happens for large N.

**Q:** Can J really be negative? It still contains the positive term (ij|ji).

**A:** Its sign depends on the orbitals and distances, so it has to be computed. For the bond 1–2 of the chain, S₁₂ = 0.0966 and

J₁₂ = 3.716 − 5.941 = −2.225 mHa.

The first number is (12|21), and the second collects all terms that contain S₁₂. The overlap terms win here, and singlet coupling is favoured.

Two atoms alone give a check without truncation, because only the identity and one transposition exist. In the singlet P₁₂ = −1, so H_c = Q + a₁₂ and M = 1 + S². In the triplet both signs change. With a₁₂ = J + QS²,

E_singlet = (Q + a₁₂)/(1 + S²) = Q + J/(1 + S²),
E_triplet = (Q − a₁₂)/(1 − S²) = Q − J/(1 − S²).

At 5.0 bohr, J = −2.226 mHa and S² = 0.00932. The levels lie at −2.226/1.00932 = −2.205 mHa and +2.226/0.99068 = +2.247 mHa from Q. The Heisenberg form would put them at ∓2.226 mHa, an error of about one percent of J.

**Q:** Suppose I accept the spin Hamiltonian. What energy does it give to a structure with definite bonds?

**A:** A structure with definite bonds is represented by the perfect-pairing function, a product of singlets with one for each bond:

Θ = Π_bonds (↑↓ − ↓↑)/√2.

The expectation value of H_eff needs only ⟨P_ij⟩. Inside a bond the two spins form a singlet, so ⟨P_ij⟩ = −1, and the term −J_ij P_ij contributes +J_ij.

**Q:** And between two bonds? Electrons that are not paired with each other should have no exchange energy.

**A:** They have no spin correlation, which is a different statement. Let i and j belong to different bonds. The spin function is a product, so the average factorizes:

⟨s_i·s_j⟩ = ⟨s_i⟩·⟨s_j⟩.

A singlet is unchanged by rotations and cannot single out a direction, so ⟨s_i⟩ = 0 for each of its members. Hence ⟨s_i·s_j⟩ = 0, and Dirac's identity gives

⟨P_ij⟩ = ½(1 + 0) = ½.

The contribution to the energy is −½J_ij. The ½ is the constant term in Dirac's identity. It can also be read as a probability: ⟨s_i·s_j⟩ = 0 requires p_T(1/4) + p_S(−3/4) = 0 with p_T + p_S = 1. Two uncorrelated spins with ⟨s⟩ = 0 are therefore found in one of the three triplet functions with probability 3/4 and in the singlet with probability 1/4, and 3/4 − 1/4 = ½. Adding all pairs gives

E_PP = Q + Σ_bonded J_ij − ½ Σ_nonbonded J_ij.

For negative J the bonded terms lower the energy and the nonbonded terms raise it. The second sum is a repulsion between bonds.

If some electrons are unpaired with parallel spins, two of them have P_ij = 1 and contribute −J_ij. An unpaired electron and a bonded one contribute −½J_ij, because the bonded one still has ⟨s⟩ = 0.

**Q:** Put in the numbers for the four atoms.

**A:** The exchange parameters are J₁₂ = J₃₄ = −2.22475 mHa, J₂₃ = −1.0085 mHa and J₁₃ = J₂₄ = −0.0003 mHa, while J₁₄ is negligible. Then

bonded sum: 2(−2.22475) = −4.4495 mHa,
nonbonded part: −½(−1.0085 − 0.0006) = +0.5046 mHa,
E_PP − Q = −4.4495 + 0.5046 = −3.945 mHa, or −0.107 eV.

With Q = −2.000090 hartree, E_PP = −2.004035 hartree. Q itself lies 0.783 mHa below four separate atoms, so the pairing state is bound by 3.945 + 0.783 = 4.73 mHa relative to them in this model. The last digits belong to the six-Gaussian expansion: with a nearly exact 1s function of exponent 1, J₁₂ becomes −2.222 mHa, E_PP − Q becomes −3.940 mHa and the binding 4.72 mHa.

**Q:** You dropped permutations and the metric. How do I know that the coefficient is −½ and not something nearby?

**A:** Keep all 24 permutations and the full metric, and evaluate the energy of the same pairing state. It lies at −3.914 mHa relative to Q, which is 0.03 mHa above the formula. If the whole difference is assigned to the nonbonded exchange, its coefficient becomes

(−3.914 + 4.450)/(−1.009) = −0.53.

Part of the deviation from −½ belongs to the bonds. An isolated bond gives J/(1 + S²) and not J, which for two bonds is a difference of 0.041 mHa and shifts the apparent coefficient by −0.04. The remaining +0.01 comes from other overlap terms, which are not separated here.

If this is a small-overlap effect, it should fade when this chain is stretched. The bond part is the ratio of J₁₂S₁₂² to J₂₃, roughly e^(−4R₁₂)/e^(−2R₂₃) for these orbitals, with R₁₂ and R₂₃ the spacings. It fades on stretching only when the gap between the bonds is less than about twice the bond length, as it is here. With all distances multiplied by 1.2 and 1.4, S₁₂ falls from 0.097 to 0.047 and 0.022, and the coefficient goes from −0.530 to −0.509 and −0.503. Over the same three geometries, the largest error of the Heisenberg energy levels, relative to the largest |J|, falls from 3.3 to 0.7 and 0.16 percent. The numerical check builds the reference matrices from creation operators, without the permutation formulas.

**Q:** Is the perfect-pairing function an eigenstate of the spin Hamiltonian?

**A:** In general it is not, and four electrons show when it is. Consider the states of total spin zero. There the spins of pairs 12 and 34 must be equal in order to cancel, so P₁₂ = P₃₄. In the same way P₁₃ = P₂₄ and P₁₄ = P₂₃. Call these three operators A, B and C, and define

a = J₁₂ + J₃₄, b = J₁₃ + J₂₄, c = J₁₄ + J₂₃,
H_eff = Q − (aA + bB + cC).

Total spin zero requires 0 = 4(3/4) + 2Σ_{i<j} s_i·s_j, so the sum over the six pairs is −3/2. Dirac's identity then gives ΣP_ij = ½[6 + 4(−3/2)] = 0, that is, A + B + C = 0. Each operator squares to 1. From (A + B)² = C² = 1 it follows that AB + BA = −1, and the same holds for the other two pairs. Hence

(aA + bB + cC)² = a² + b² + c² − ab − bc − ca = ½[(a−b)² + (b−c)² + (c−a)²].

There are two singlet states: pair 12 is a singlet (A = −1) or a triplet (A = +1), with pair 34 matching it. A therefore has trace zero, and by the same argument so do B and C. Both signs of the root occur:

E = Q ± √{½[(a−b)² + (b−c)² + (c−a)²]}.

The pairing function is the state with A = −1. Because C = −A − B and A is diagonal, the element of H_eff that couples it to the other singlet is −(b − c) times the off-diagonal element of B. The latter has magnitude √3/2, since B² = 1 and ⟨B⟩ = ½. Perfect pairing is an eigenstate if b = c and not otherwise.

**Q:** How much does that matter here, and when does it matter most?

**A:** For the chain, a = −4.4495, b = −0.0006 and c = −1.0085 mHa. The lower root is 4.040 mHa below Q, while the pairing state is 3.945 mHa below it. The second singlet therefore adds 0.095 mHa, about 2 percent of the pairing energy.

The picture of fixed bonds breaks down when two pairings compete. Take b = 0 and a = c < 0, so that bonds 12 and 34 are no better than bonds 14 and 23. The lower singlet is at Q − |a|, but a single pairing gives Q + a − ½a = Q − ½|a|, half of the stabilization. The rest comes from superposing the two pairings, which is resonance.

**Q:** What is still missing even when the spin problem is solved completely?

**A:** The ionic configurations beyond those that overlap brings in. For the chain, the covalent ground state with all overlap terms is at −2.00410 hartree, and the full calculation in the same four orbitals is at −2.00464 hartree, lower by 0.54 mHa. Both leave out any change in the shape of the atomic orbitals, so neither is a prediction for real hydrogen. At shorter distances the overlap grows, the expansion behind J_ij loses its justification, and the complete matrices H_c and M have to be used.

Table of computed values

```
mean P, bonded pair 1-2: -1.000
mean P, different bonds 2-3: 0.500
mean P, bonded with unpaired 1-5: 0.500
mean P, parallel unpaired 5-6: 1.000
one-atom energy: -0.499827 hartree
TWO ATOMS, distance 5.0 bohr
overlap S: 0.09656
Q: -0.999975 hartree
J: -2.2260 mHa
singlet minus Q: -2.2054 mHa
triplet minus Q: 2.2469 mHa
FOUR ATOMS, positions (bohr): 0.0 5.0 10.5 15.5
pair 1-2: S = 0.09656, J = -2.22475 mHa
pair 1-3: S = 0.00121, J = -0.00029 mHa
pair 1-4: S = 0.00001, J = -0.00000 mHa
pair 2-3: S = 0.06776, J = -1.00853 mHa
pair 2-4: S = 0.00121, J = -0.00029 mHa
pair 3-4: S = 0.09656, J = -2.22475 mHa
bare exchange (12|21): 3.7160 mHa
overlap part of J12: -5.9408 mHa
Q: -2.000090 hartree
Q minus four atoms: -0.7827 mHa
sum of bonded J: -4.4495 mHa
minus half sum of nonbonded J: 0.5046 mHa
E_PP by formula: -2.004035 hartree
E_PP minus Q, formula: -3.9449 mHa
E_PP minus Q, formula: -0.10735 eV
E_PP minus Q, with all overlap: -3.9144 mHa
Heisenberg ground minus Q: -4.0404 mHa
covalent ground minus Q, all overlap: -4.0064 mHa
STRETCH: S12, spectrum error / max|J|, nonbonded coefficient
1.0: 0.09656, 0.03268, -0.53027
1.2: 0.04710, 0.00737, -0.50894
1.4: 0.02219, 0.00155, -0.50251
ORTHOGONALIZED ORBITALS, unstretched chain
K12: 0.82985 mHa
K23: 0.47071 mHa
covalent quintet: -1.994559 hartree
pairing state minus quintet: 3.5564 mHa
full-CI ground minus quintet: -10.0803 mHa
```

The molecular numbers use the small basis STO-6G and are not converged values.
